# Circular hydrogen states: how thick is the electron's torus?

## Problem

A hydrogen atom is in a circular state: its orbital quantum number has the largest value allowed, $l=n-1$, and its magnetic quantum number satisfies $|m|=l$. For large $n$ the electron density is then concentrated around the equatorial plane and resembles a torus.

(a) Find the mean of $\cos^2\theta$ as a function of $l$.

(b) Find the radius of the torus and its thickness in the radial and vertical directions. How do they grow with $n$, and which of the two thicknesses is larger?

(c) Evaluate the results for $n=2$, $10$ and $50$, and decide when the word "torus" is justified.

Treat the nucleus as a fixed point charge and leave out relativity and spin. Use Hartree atomic units, in which lengths are measured in Bohr radii $a_0$. "Thickness" means a standard deviation, written $\Delta$, since the density has no sharp edge.

## Solution

### The density

Take $m=+l$; the state with $m=-l$ is its complex conjugate and has the same density. Since $m$ cannot be raised further, the operator $L_+=e^{i\varphi}(\partial_\theta+i\cot\theta\,\partial_\varphi)$ must annihilate the angular function. Writing that function as $f(\theta)e^{il\varphi}$ gives

$$
f'-l\cot\theta\,f=0,\qquad\text{so}\qquad f\propto\sin^l\theta .
$$

For the radial part, let $u=rR$. It obeys

$$
-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}-\frac1r\right]u=Eu .
$$

Try $u=r^ne^{-r/n}$. Then $u'=(n/r-1/n)u$, and a second differentiation gives

$$
u''=\left[\left(\frac nr-\frac1n\right)^2-\frac n{r^2}\right]u
=\left[\frac{n(n-1)}{r^2}-\frac2r+\frac1{n^2}\right]u .
$$

Because $l(l+1)=n(n-1)$, the terms in $1/r^2$ and $1/r$ cancel in the radial equation. What remains is $E=-1/(2n^2)$, the energy of level $n$. The trial function vanishes at the origin and is normalizable, so it is the required solution.

With $\rho=r\sin\theta$, the distance from the vertical axis, the density is

$$
|\psi|^2\propto\frac{u^2}{r^2}\sin^{2l}\theta
=r^{2l}e^{-2r/n}\sin^{2l}\theta=\rho^{2l}e^{-2r/n}. \tag{1}
$$

The factor $\rho^{2l}$ keeps the electron away from the axis, and the exponential keeps it from going far out.

### (a) The angular mean

Let $x=\cos\theta$. Since $\sin\theta\,d\theta=-dx$, angular averages are taken over $-1\le x\le1$ with weight $(1-x^2)^l$.

An estimate comes first. For large $l$ the weight is close to $e^{-lx^2}$: the important values are $x\sim l^{-1/2}$, for which the next term in the exponent, $-lx^4/2$, is of order $1/l$. A Gaussian $e^{-lx^2}$ has variance $1/(2l)$, so $\langle\cos^2\theta\rangle\approx1/(2l)$.

For the exact value, define for even $p$

$$
K_p=\int_{-1}^{1}x^p(1-x^2)^l\,dx .
$$

In $K_{p+2}$, split the integrand into $x^{p+1}$ and $x(1-x^2)^l$. The second factor is the derivative of $-(1-x^2)^{l+1}/(2l+2)$, which vanishes at both ends. Integration by parts therefore gives

$$
K_{p+2}=\frac{p+1}{2l+2}\int_{-1}^{1}x^p(1-x^2)^{l+1}dx
=\frac{p+1}{2l+2}\,(K_p-K_{p+2}),
$$

where one factor $1-x^2$ was multiplied out in the last step. Collecting $K_{p+2}$ on the left,

$$
(2l+p+3)\,K_{p+2}=(p+1)\,K_p . \tag{2}
$$

Setting $p=0$ yields

$$
\boxed{\langle\cos^2\theta\rangle=\frac{K_2}{K_0}=\frac1{2l+3}=\frac1{2n+1}}
$$

The estimate $1/(2l)$ has the right leading behaviour and is too large by the factor $1+3/(2l)$. For $l=0$ the exact formula gives $1/3$, as it must for a sphere, where the squares of the three Cartesian components of the unit vector $\mathbf r/r$ have equal means and add up to 1.

Setting $p=2$ in (2) gives a result needed below:

$$
\langle\cos^4\theta\rangle=\frac{3}{2l+5}\,\langle\cos^2\theta\rangle=\frac3{(2n+1)(2n+3)} . \tag{3}
$$

### (b) Radius and thickness

**Radial direction.** The probability density for $r$ is proportional to $u^2=r^{2n}e^{-2r/n}$. From $\int_0^\infty r^Ne^{-2r/n}dr=N!\,(n/2)^{N+1}$,

$$
\langle r^k\rangle=\left(\frac n2\right)^k\frac{(2n+k)!}{(2n)!} .
$$

The first two moments are

$$
\langle r\rangle=\frac{n(2n+1)}2,\qquad
\langle r^2\rangle=\frac{n^2(2n+1)(2n+2)}4 .
$$

Their combination gives the variance:

$$
(\Delta r)^2=\frac{n^2(2n+1)}4\,\big[(2n+2)-(2n+1)\big]=\frac{n^2(2n+1)}4 .
$$

**Vertical direction.** The density is symmetric under $z\to-z$, so $\langle z\rangle=0$. It is also a product of a function of $r$ and a function of $\theta$, so the mean of $z^2=r^2\cos^2\theta$ factorizes:

$$
(\Delta z)^2=\langle r^2\rangle\langle\cos^2\theta\rangle
=\frac{n^2(2n+1)(n+1)}2\cdot\frac1{2n+1}=\frac{n^2(n+1)}2 .
$$

Taking out the leading powers of $n$,

$$
\langle r\rangle=n^2\left(1+\frac1{2n}\right),\quad
\Delta r=\frac{n^{3/2}}{\sqrt2}\sqrt{1+\frac1{2n}},\quad
\Delta z=\frac{n^{3/2}}{\sqrt2}\sqrt{1+\frac1n} . \tag{4}
$$

The radius grows as $n^2$ and both thicknesses as $n^{3/2}$. The thicknesses even share the same leading coefficient. The vertical one is slightly larger at every $n$, since $(\Delta z/\Delta r)^2=(2n+2)/(2n+1)$. The torus becomes thicker in absolute terms but thinner relative to its radius: $\Delta z/\langle r\rangle$ falls to zero as $1/\sqrt{2n}$ for large $n$.

**Is $\Delta r$ the right radial thickness?** A ring's thickness in its own plane is the spread of $\rho$, not of $r$. The two spreads can differ by no more than the spread of $r-\rho$, by the triangle inequality for standard deviations. Because $0\le\sin\theta\le1$,

$$
0\le r-\rho=r(1-\sin\theta)\le r(1-\sin^2\theta)=r\cos^2\theta .
$$

A variance never exceeds the mean square, so with (3)

$$
|\Delta\rho-\Delta r|^2\le\langle r^2\rangle\langle\cos^4\theta\rangle
=\frac{3n^2}{4}\cdot\frac{2n+2}{2n+3}<\frac{3n^2}4 .
$$

The difference is thus at most of order $n$, whereas the thickness is of order $n^{3/2}$. To leading order $\Delta\rho$ and $\Delta r$ agree. The bound is too loose to decide whether $\Delta\rho$ is smaller than $\Delta z$, because by (4) $\Delta z-\Delta r$ is only of order $n^{1/2}$; the numerical values in part (c) give $\Delta\rho<\Delta r<\Delta z$ in all three cases computed.

**Shape of the cross-section.** For $n\ge2$, consider the logarithm of (1), $F=2l\ln\rho-2r/n$ with $r=\sqrt{\rho^2+z^2}$. At fixed $\rho$ it is greatest at $z=0$, where $r$ is smallest. In that plane $\partial F/\partial\rho=2l/\rho-2/n$, which vanishes at

$$
\rho_0=nl=n(n-1).
$$

At $z=0$ the second derivatives of $r$ are $\partial^2r/\partial\rho^2=z^2/r^3=0$, $\partial^2r/\partial z^2=\rho^2/r^3=1/\rho$ and $\partial^2r/\partial\rho\,\partial z=-\rho z/r^3=0$. Hence, at the maximum,

$$
\frac{\partial^2F}{\partial\rho^2}=-\frac{2l}{\rho_0^2}=-\frac2{n^2l},\qquad
\frac{\partial^2F}{\partial z^2}=-\frac2{n\rho_0}=-\frac2{n^2l},
$$

and the mixed derivative is zero. The two curvatures are equal, so close to its densest circle the torus has a round cross-section. Matching $F$ to $-s^2/(2\sigma^2)$, with $s$ the distance from that circle, gives the core width $\sigma=n\sqrt{(n-1)/2}$, again $n^{3/2}/\sqrt2$ to leading order.

Three radii have now appeared. The density per unit volume is greatest at $n(n-1)$. The distribution of $r$, which includes the growing area of the spherical shells, peaks where $2n/r=2/n$, that is, at $n^2$. The mean distance is $n(n+\tfrac12)$. They differ by amounts of order $n$, which is small compared with the thickness when $n$ is large.

### (c) Three cases

For $n=50$, $l=|m|=49$, the formulas give

$$
\langle\cos^2\theta\rangle=\frac1{101}=0.00990,\qquad
\langle r\rangle=50\times50.5=2525\,a_0,
$$

$$
\Delta r=25\sqrt{101}=251.2\,a_0,\qquad
\Delta z=50\sqrt{25.5}=252.5\,a_0 .
$$

The mean radius is 133.6 nm, and the thicknesses are 13.3 nm radially and 13.4 nm vertically. These are values for a fixed nucleus; with the finite proton mass all lengths grow by the factor $1+m_e/m_p$, about 0.05%, which moves the radius to 133.7 nm and leaves the two thicknesses unchanged to the digits shown. The estimate $n^{3/2}/\sqrt2=250\,a_0$ is within 1% of both.

The table compares the three states; all lengths are in $a_0$.

| $n$ | $\langle\cos^2\theta\rangle$ | $\langle r\rangle$ | $\Delta r$ | $\Delta\rho$ | $\Delta z$ | $\Delta z/\langle r\rangle$ |
|---:|---:|---:|---:|---:|---:|---:|
| 2 | 0.2000 | 5 | 2.24 | 2.12 | 2.45 | 0.49 |
| 10 | 0.0476 | 105 | 22.9 | 22.6 | 23.5 | 0.22 |
| 50 | 0.0099 | 2525 | 251.2 | 250.6 | 252.5 | 0.10 |

The values of $\Delta\rho$ come from a direct numerical summation of the density (1). At $n=50$, $\Delta\rho$ and $\Delta r$ differ by only $0.6\,a_0$, far less than the $43\,a_0$ that the bound permits.

At $n=2$ the vertical thickness is half the mean radius. The density does vanish on the axis, but the ring is fat, and the Gaussian estimate $1/(2l)=0.5$ is far from the true $0.2$. There is no sharp threshold, because $\Delta z/\langle r\rangle$ falls smoothly with $n$. One measure compares the hole with the ring in the equatorial plane, where (1) reduces to $\rho^{2l}e^{-2\rho/n}$: the inner radius at which the density has dropped to half its maximum, divided by the full width at half maximum, is about $0.2$ for $n=2$, $1.3$ for $n=10$ and $3.7$ for $n=50$. By this measure the word fits from $n$ of about 10, where the radius of the hole exceeds the width of the ring. At $n=50$ the thickness $\Delta z$ is a tenth of the mean radius. At $n=1$ there is no ring at all: $\rho_0=0$, and the atom is a sphere.

Between $n=10$ and $n=50$ the average growth exponents are 1.98 for $\langle r\rangle$, 1.49 for $\Delta r$ and 1.48 for $\Delta z$. They lie slightly below 2 and 3/2 because the correction factors in (4) decrease towards 1 as $n$ grows.

The value of $m$ matters as well as that of $l$. For $l=49$ and $m=0$ the numerical value is $\langle\cos^2\theta\rangle=0.500$ instead of $0.0099$. The radial function does not depend on $m$, so $\langle r^2\rangle$ is unchanged, and

$$
\Delta z=\sqrt{0.500\,(2525^2+251.2^2)}\,a_0\approx1.8\times10^3\,a_0 .
$$

This is comparable with the mean radius itself. A large angular momentum alone does not flatten the density. The extreme value $|m|=l$ is not strictly required for flattening, however. Applying $L_-=e^{-i\varphi}(-\partial_\theta+i\cot\theta\,\partial_\varphi)$ to $\sin^l\theta\,e^{il\varphi}$ gives $-2l\sin^{l-1}\theta\cos\theta\,e^{i(l-1)\varphi}$, so for $|m|=l-1$ the weight is $x^2(1-x^2)^{l-1}$. Equation (2), with $l$ replaced by $l-1$ and $p=2$, then gives $\langle\cos^2\theta\rangle=3/(2l+3)$, or $3/101=0.030$ for $l=49$. That density is still confined near the equator, but it vanishes in the equatorial plane itself and so forms two rings rather than one.

The numerical output below gives the values in the table, the growth exponents and $\langle\cos^2\theta\rangle$ for $m=0$, together with the core widths and the positions of the maxima.

## Values computed for the example and the checks

```
n=1 (sphere): <cos^2 theta> = 0.333333
n=2, l=|m|=1: energy = -0.125000 hartree
  <cos^2 theta>: quadrature 0.200000, formula 0.200000
  Gaussian estimate 1/(2l) = 0.500000
  <r>: numerical 5.00, formula 5.00 a0
  peak of radial distribution = 4.00 a0
  Delta r: numerical 2.236, formula 2.236 a0
  Delta z: numerical 2.449, formula 2.449 a0
  leading estimate n^1.5/sqrt(2) = 2.000 a0
  <rho> = 4.42 a0, Delta rho = 2.117 a0
  bound on |Delta rho - Delta r| = 1.604 a0
  density maximum at rho = 2.00 a0
  core widths: rho 1.41, z 1.41, formula 1.41 a0
  Delta z/Delta r = 1.0954, Delta z/<r> = 0.4899
n=10, l=|m|=9: energy = -0.005000 hartree
  <cos^2 theta>: quadrature 0.047619, formula 0.047619
  Gaussian estimate 1/(2l) = 0.055556
  <r>: numerical 105.00, formula 105.00 a0
  peak of radial distribution = 100.00 a0
  Delta r: numerical 22.913, formula 22.913 a0
  Delta z: numerical 23.452, formula 23.452 a0
  leading estimate n^1.5/sqrt(2) = 22.361 a0
  <rho> = 102.41 a0, Delta rho = 22.638 a0
  bound on |Delta rho - Delta r| = 8.470 a0
  density maximum at rho = 90.00 a0
  core widths: rho 21.21, z 21.21, formula 21.21 a0
  Delta z/Delta r = 1.0235, Delta z/<r> = 0.2234
n=50, l=|m|=49: energy = -0.000200 hartree
  <cos^2 theta>: quadrature 0.009901, formula 0.009901
  Gaussian estimate 1/(2l) = 0.010204
  <r>: numerical 2525.00, formula 2525.00 a0
  peak of radial distribution = 2500.00 a0
  Delta r: numerical 251.247, formula 251.247 a0
  Delta z: numerical 252.488, formula 252.488 a0
  leading estimate n^1.5/sqrt(2) = 250.000 a0
  <rho> = 2512.41 a0, Delta rho = 250.624 a0
  bound on |Delta rho - Delta r| = 43.091 a0
  density maximum at rho = 2450.00 a0
  core widths: rho 247.49, z 247.49, formula 247.49 a0
  Delta z/Delta r = 1.0049, Delta z/<r> = 0.1000
growth exponents n=10 to 50: <r> 1.976, Delta r 1.488, Delta z 1.477
l=49, m=0: <cos^2 theta> = 0.500051
a0 = 0.0529177 nm
n=50 in nm: <r> = 133.62, Delta r = 13.30, Delta z = 13.36
```
